# The erfc-screened enhancement factor of the Henderson-Janesko-Scuseria exchange hole, part 2

We treat the exchange energy per electron, $\varepsilon_x^{SR}=-\frac{3k_F}{4\pi}F(s,\nu)$, for the interaction $\operatorname{erfc}(\omega u)/u$ at electron separation $u$, in Hartree atomic units and for a spin-unpolarized density $n$. Here $k_F=(3\pi^2n)^{1/3}$, $s=|\nabla n|/(2k_Fn)$, $\nu=\omega/k_F$, $y=k_Fu$, and $\gamma_\sigma$ is the density matrix of spin $\sigma$. The exchange hole $nJ(s,y)$ obeys

$$\int_0^\infty y^2J\,dy=-\frac{3\pi}{4},\tag{1}$$

$$F(s,\nu)=-\frac89\int_0^\infty y\,J(s,y)\operatorname{erfc}(\nu y)\,dy.\tag{2}$$

The Henderson-Janesko-Scuseria (HJS) model is

$$J=-\frac{9}{4y^4}\left(e^{-\zeta y^2}-e^{-\eta y^2}\right)+\left(\frac{9A}{4y^2}+B+\bar Cy^2+\bar Ey^4\right)e^{-\lambda y^2},\tag{3}$$

with $A=0.757211$, $B=-0.106364$, $C=-0.118649$, $D=0.609650$, $\zeta=s^2H(s)\ge0$, $\eta=A+\zeta$, $\lambda=D+\zeta$ and $\bar C=C-\frac{s^2}{27(1+s^2/4)}-\frac\zeta2$. At small $y$, $J=J_0+J_2y^2+\dots$ with

$$J_0=\frac{9A^2}{8}-\frac{9AD}{4}+B,\qquad J_2=-\frac{3A^3}{8}+\frac{9AD^2}{8}-BD+\bar C-\zeta J_0.\tag{4}$$

The uniform gas has $J_{gas}=-\frac12(3j_1/y)^2$, $j_1=(\sin y-y\cos y)/y^2$. We also use

$$\int_0^\infty\frac{e^{-\zeta y^2}-e^{-\eta y^2}}{y^2}dy=\frac{\sqrt\pi}{2}\int_\zeta^\eta t^{-1/2}dt=\sqrt\pi\left(\sqrt\eta-\sqrt\zeta\right).\tag{6}$$

Normalization gives

$$\bar E=-\frac25\bar C\lambda-\frac4{15}B\lambda^2-\frac65A\lambda^3-\lambda^{7/2}\left[\frac45\sqrt\pi+\frac{12}5\left(\sqrt\zeta-\sqrt\eta\right)\right].\tag{7}$$

With $R_t=\sqrt{t+\nu^2}$ and $\chi=\nu/R_\lambda$,

$$F=A-\frac{4B}{9\lambda}(1-\chi)-\frac{2\bar C}{9\lambda^2}(2-3\chi+\chi^3)-\frac{\bar E}{9\lambda^3}(8-15\chi+10\chi^3-3\chi^5)$$
$$\quad+\,2\nu(R_\zeta-R_\eta)+2\zeta\ln\frac{\nu+R_\zeta}{\nu+R_\lambda}-2\eta\ln\frac{\nu+R_\eta}{\nu+R_\lambda}.\tag{9}$$

At $\nu=0$ this is

$$F_0=A-\frac{4B}{9\lambda}-\frac{4\bar C}{9\lambda^2}-\frac{8\bar E}{9\lambda^3}+\zeta\ln\frac\zeta\lambda-\eta\ln\frac\eta\lambda.\tag{10}$$

Here $\zeta(s)$ is the root of $F_0(s,\zeta)=F_{PBE}(s)=1+\kappa-\kappa/(1+\mu s^2/\kappa)$, $\kappa=0.804$, $\mu=0.219515$, so $\zeta\propto s^4$ at small $s$; the published functional fits $H(s)$ instead.

For $\zeta>0$, $F-F_0$ is odd in $\nu$: $F=F_0-\frac{4\sqrt\pi}{3}\nu+c_3\nu^3+\dots$, where $c_3=-16M_4/(27\sqrt\pi)$, $M_4=\int y^4J\,dy$, and

$$c_3=\frac23\left(\zeta^{-1/2}-\eta^{-1/2}\right)-\frac{A}{3\lambda^{3/2}}-\frac{2B}{9\lambda^{5/2}}-\frac{5\bar C}{9\lambda^{7/2}}-\frac{35\bar E}{18\lambda^{9/2}} .$$

Thus $\varepsilon_x^{SR}=\varepsilon_x+\omega/\sqrt\pi+\dots$, with $\varepsilon_x$ the unscreened value.

The checks also cover $I_p(\lambda)=\int_0^\infty y^pe^{-\lambda y^2}\operatorname{erfc}(\nu y)\,dy$ and $K(t)=\int_0^\infty\frac{e^{-ty^2}-e^{-\lambda y^2}}{y}\operatorname{erfc}(\nu y)\,dy$.

Q: Your $c_3$ contains $\zeta^{-1/2}$. It blows up for the uniform gas, so something is wrong.

A: The series has a finite radius of convergence, and the radius shrinks to zero. The singularities of (9) in complex $\nu$ are the branch points of the roots at $\nu^2=-\zeta,-\lambda,-\eta$. Since $A$ and $D$ are positive, the nearest is $\nu^2=-\zeta$, so the odd series converges for $\nu<\sqrt\zeta$. The same bound appears in real space: the absolute values of the terms of the erf series sum to a function growing like $e^{\nu^2y^2}$, and term-by-term integration is safe when $J\sim e^{-\zeta y^2}$ decays faster. At $\zeta=0$ the hole decays only as $y^{-4}$ and $M_4$ diverges.

In (9) the case $\zeta=0$ is simple. The $\zeta$ logarithm vanishes and $2\nu R_\zeta=2\nu^2$ for $\nu>0$, while all other terms remain odd. Hence

$$F(0,\nu)=F_0-\frac{4\sqrt\pi}3\nu+2\nu^2+O(\nu^3).$$

The order of limits matters for the second correction: $\nu\to0$ at fixed $s>0$ gives $c_3\nu^3$, whereas $s\to0$ first gives $2\nu^2$. The value $F_0$ and the slope are the same in either order. The crossover lies at $\nu\sim\sqrt\zeta\propto s^2$.

Q: Is the coefficient 2 an accident of the model?

A: It is the signature of the tail. Let $q(x)=\operatorname{erf}x-2x/\sqrt\pi$. Then $F-F_0+\frac43\sqrt\pi\nu=\frac89\int yJ\,q(\nu y)\,dy$ exactly. Split $J=-9/(4y^4)+\Delta J$. Since $q\sim x^3$ at small $x$, the split causes no divergence at the origin. With $x=\nu y$ the tail part is $-2\nu^2\int_0^\infty q(x)x^{-3}dx$. Integrate by parts: the boundary term $-q/(2x^2)$ vanishes at both ends, leaving $\frac12\int q'x^{-2}dx$ with $q'=\frac2{\sqrt\pi}(e^{-x^2}-1)$. By (6) with $\zeta=0$, $\eta=1$, $\int(1-e^{-x^2})x^{-2}dx=\sqrt\pi$, so the integral is $-1$ and the tail part is $+2\nu^2$. The remainder is $\frac89\nu^3\int y^4\Delta J\,h(\nu y)\,dy$ with $h(x)=q(x)/x^3$ bounded and monotonic. For the model $y^4\Delta J$ decays as a Gaussian. For the gas it tends to $-\frac94\cos2y$, whose integral against a bounded monotonic function stays bounded. In both cases the remainder is $O(\nu^3)$, so the model and the uniform gas share the coefficient 2.

## The limit $\omega\to\infty$

Q: For large $\nu$ the constant $A$ stands in (9) with nothing multiplying it, yet $F$ must vanish.

A: The root term cancels it. First find the answer from (2). At large $\nu$ the weight confines $y$ to $y\lesssim1/\nu$, where the Taylor series (4) applies. By parts, with vanishing boundary terms,

$$\int_0^\infty x^p\operatorname{erfc}x\,dx=\frac{2}{\sqrt\pi(p+1)}\int_0^\infty x^{p+1}e^{-x^2}dx=\frac{\Gamma(p/2+1)}{\sqrt\pi\,(p+1)},$$

which is $\frac14$ for $p=1$, since $\Gamma(\frac32)=\frac12\sqrt\pi$, and $\frac3{16}$ for $p=3$, since $\Gamma(\frac52)=\frac34\sqrt\pi$. With $y=x/\nu$,

$$F=-\frac89\left[\frac{J_0}{4\nu^2}+\frac{3J_2}{16\nu^4}+\dots\right]=-\frac{2J_0}{9\nu^2}-\frac{J_2}{6\nu^4}+O(\nu^{-6}).\tag{11}$$

Now expand (9) in $p=1/\nu^2$. We have $\chi=(1+\lambda p)^{-1/2}$, so $1-\chi=\frac12\lambda p-\frac38\lambda^2p^2+\dots$, and the $B$ term is $-\frac29Bp+\frac16B\lambda p^2$. The polynomials factor as $2-3\chi+\chi^3=(1-\chi)^2(2+\chi)$ and $8-15\chi+10\chi^3-3\chi^5=(1-\chi)^3(8+9\chi+3\chi^2)$, as multiplying out confirms. The $\bar C$ term therefore starts at $-\frac{2\bar C}{9\lambda^2}\cdot\frac14\lambda^2p^2\cdot3=-\frac16\bar Cp^2$, and the $\bar E$ term starts at $p^3$. For the roots, $2\nu R_t=\frac2p\sqrt{1+tp}=\frac2p+t-\frac14t^2p+\frac18t^3p^2-\dots$, so

$$2\nu(R_\zeta-R_\eta)=-A+\frac14(\eta^2-\zeta^2)p-\frac18(\eta^3-\zeta^3)p^2+\dots$$

The first term removes the constant. For the logarithms, $\nu+R_t=2\nu\cdot\frac12(1+\sqrt{1+z})$ with $z=tp$, and $2\nu$ drops out of the ratios. From $\frac12(1+\sqrt{1+z})=1+\frac z4-\frac{z^2}{16}+\dots$ and $\ln(1+a)=a-a^2/2+\dots$ the logarithm is $\frac z4-\frac{z^2}{16}-\frac{z^2}{32}=\frac z4-\frac{3z^2}{32}$. With coefficients $2\zeta$, $-2\eta$ and $2A$ for $t=\zeta,\eta,\lambda$ the logarithms give

$$\left[-\frac12(\eta^2-\zeta^2)+\frac12A\lambda\right]p+\frac3{16}\left[(\eta^3-\zeta^3)-A\lambda^2\right]p^2 .$$

At order $p$ the sum is $-\frac29B-\frac14(\eta^2-\zeta^2)+\frac12A\lambda$. Insert $\eta^2-\zeta^2=A^2+2A\zeta$ and $\lambda=D+\zeta$. The terms $\mp\frac12A\zeta$ cancel, leaving $-\frac29B-\frac14A^2+\frac12AD$, which is $-\frac29J_0$ by (4). At order $p^2$ the sum is $\frac1{16}(\eta^3-\zeta^3)-\frac3{16}A\lambda^2+\frac16B\lambda-\frac16\bar C$. To compare, expand (3) directly: the $v^3$ term of $e^{-\zeta v}-e^{-\eta v}$ is $(\eta^3-\zeta^3)v^3/6$, so $J_2=-\frac38(\eta^3-\zeta^3)+\frac98A\lambda^2-B\lambda+\bar C$, another form of (4). Multiplying by $-\frac16$ gives the same four terms. The closed form agrees with (11).

Q: What does the leading term mean?

A: With $J_0=-\frac12$, $F\to1/(9\nu^2)$, independent of $s$. The energy is $-\frac{3k_F}{4\pi}\cdot\frac{k_F^2}{9\omega^2}=-\frac{k_F^3}{12\pi\omega^2}=-\frac{\pi n}{4\omega^2}$. The interaction has become a contact term of strength $\int4\pi u\operatorname{erfc}(\omega u)\,du=\pi/\omega^2$, and half of this times the on-top hole $-n/2$ is the same result. For a spin-unpolarized determinant the on-top hole is exactly $-n/2$, because $\gamma_\sigma(\mathbf r,\mathbf r)=n/2$, so the leading term is exact for such systems and is local. Gradients enter first at $\nu^{-4}$, through the curvature:

$$F=\frac1{9\nu^2}-\frac{1}{\nu^4}\left[\frac1{60}-\frac{s^2}{162(1+s^2/4)}\right]+\dots$$

At $s=0$ this agrees with the uniform gas, which has the same $J_0$ and $J_2$. Unlike the leading term, the $\nu^{-4}$ term is not exact for an inhomogeneous system, because the exact curvature involves the kinetic energy density: integrated over Hartree-Fock densities, the model coefficient of $\omega^{-4}$ is about $0.7$ of the exact one for He and about $0.8$ for Ne. Neither $\zeta$ nor the parent functional appears to this order. One should therefore not expect the ratio of $F(s,\nu)$ to $F(0,\nu)$ to stay near $F_{PBE}(s)$; it tends to 1. In the variable $p$ the branch points lie at $p=-1/\eta,-1/\lambda,-1/\zeta$, and since $A>D$ the nearest is $-1/\eta$. The expansion converges for $\nu^2>\eta$. In the window $\zeta<\nu^2<\eta$ neither series converges, while (9) still holds.

## A worked example

Q: Show me numbers for a realistic density.

A: Take chosen inputs: a cubic cell of edge $3.52$ Å $=6.65184$ bohr holding forty electrons, whose mean density is used as the local, unpolarized density. This only sets a scale. Then $n=40/6.65184^3=0.135905$ bohr$^{-3}$ ($0.91713$ Å$^{-3}$), $k_F=(3\pi^2n)^{1/3}=1.590568$ bohr$^{-1}$ ($3.00574$ Å$^{-1}$), and the energy unit is $-3(1.590568)/(4\pi)=-0.379720$ hartree $=-10.3327$ eV. Choose $s=1$, which means $|\nabla n|=2k_Fn=0.432332$ bohr$^{-4}$.

The target is $F_{PBE}(1)=1.804-0.804/(1+0.219515/0.804)=1.172435$, and the root of (10) is $\zeta=0.031863$, with $\sqrt\zeta=0.178502$. Then $\eta=0.757211+0.031863=0.789074$, $\lambda=0.609650+0.031863=0.641513$, $\bar C=-0.118649-1/33.75-0.031863/2=-0.164210$, and (7) gives $\bar E=-0.125700$. The terms of (10) confirm the root:

$$0.757211+0.073690+0.177340+0.423222-0.095665-0.163363=1.172435,$$

so $\varepsilon_x=-0.445197$ hartree $=-12.114$ eV.

Now choose $\omega=0.11$ bohr$^{-1}$ ($0.2079$ Å$^{-1}$). Then $\nu=0.11/1.590568=0.069158$, the roots are $R_\zeta=0.191430$, $R_\eta=0.890986$, $R_\lambda=0.803925$, and $\chi=0.069158/0.803925=0.086025$. The $B$ term is $4(0.106364)(1-0.086025)/[9(0.641513)]=0.067351$. The $\bar C$ and $\bar E$ terms, from their polynomials in $\chi$, are $0.154513$ and $0.355293$. The root term is $2(0.069158)(0.191430-0.890986)=-0.09676$. The $\zeta$ logarithm is $2(0.031863)\ln[(0.069158+0.191430)/(0.069158+0.803925)]=-0.07705$, and the $\eta$ logarithm, formed in the same way, is $-0.150007$. The sum is

$$0.757211+0.067351+0.154513+0.355293-0.096759-0.077050-0.150007=1.01055,$$

and unrounded arithmetic gives $F=1.0105510$, $\varepsilon_x^{SR}=1.0105510\,(-0.379720)=-0.38373$ hartree $=-10.4417$ eV. The version with the fitted $H$ gives $1.010587$, which differs in the fifth decimal.

The results for five values of $\omega$ are these.

| $\omega$ (bohr$^{-1}$) | $\omega$ (Å$^{-1}$) | $\nu$ | $F$ | $\varepsilon_x^{SR}$ (eV) |
|---|---|---|---|---|
| 0 | 0 | 0 | 1.172435 | −12.1144 |
| 0.11 | 0.2079 | 0.069158 | 1.010551 | −10.4417 |
| 0.4 | 0.7559 | 0.251483 | 0.639791 | −6.6108 |
| 2 | 3.7795 | 1.257413 | 0.067696 | −0.6995 |
| 10 | 18.8973 | 6.287064 | 0.002804 | −0.0290 |

Q: How well do the limit formulas do at these points?

A: At $\omega=0.11$, $\nu=0.069$ lies inside the radius $0.1785$. The linear formula gives $1.172435-2.363272(0.069158)=1.00900$. With $M_4=-14.350911$, $c_3=16(14.350911)/(27\sqrt\pi)=4.798006$, and adding $c_3\nu^3$ gives $1.010584$ against $1.010551$. In energy, the universal shift $\omega/\sqrt\pi$ is $1.6888$ eV and the true shift is $1.6727$ eV. At $\omega=0.4$, $\nu=0.251$ is outside the radius. The linear and cubic values $0.578114$ and $0.654424$ bracket the true $0.639791$, but higher terms would eventually make matters worse, and the shift is $5.5037$ eV rather than $6.1410$ eV.

On the other side, $J_0=-0.500000$ and $J_2=0.070370$ give coefficients $0.111111$ and $-0.011728$. At $\omega=10$ one term gives $0.0028110$ and two terms give $0.0028035$, against $0.0028038$, and the contact energy $-\pi n/(4\omega^2)=-0.02905$ eV compares with $-0.02897$ eV. At $\omega=2$ the second term hardly helps: one term gives $0.070275$, two terms give $0.065584$, and the true value $0.067696$ lies roughly midway. Here $\nu^2$ is only about twice $\eta$, so the series converges, but slowly and with terms of alternating sign. The third term is larger than the second, three terms give $0.07127$, and about twenty are needed to reach $0.067696$.

Q: And at $s=0$, is the model the uniform gas?

A: Only in the limits. Quadrature of $J_{gas}$ at the same density gives $0.846112$ at $\omega=0.11$, where the model gives $0.846130$. At $\omega=2$ the gas gives $0.064164$ and the model $0.064619$, too large by about $0.7$ percent of the gas value; near $\nu=0.7$ the excess reaches about $1.4$ percent. The two holes share normalization, energy, on-top value, curvature and average tail, which fix the leading terms at both ends, but nothing forces them to agree beyond these properties, so at intermediate $\nu$ the two factors need not coincide.

## Where the result fails

Q: Under what conditions should I distrust (9)?

A: As an evaluation of (2) for the hole (3) it is exact for $\zeta\ge0$ and $\nu\ge0$. For $\zeta<0$ the hole grows at large $y$, normalization is impossible and $\sqrt\zeta$ in (7) is imaginary, so only $\zeta\ge0$ is available, and since $F_0$ rises as $\sqrt\zeta$ from $\zeta=0$, a target just below $F_0(s,\zeta=0)$ has no small root. With the six-digit constants this already happens at extremely small $s$, where $F_{PBE}(s)$ is below $F_0(s,\zeta=0)\approx1.0000002$. The derivation also does not guarantee that $J\le0$ at all $y$, which the exact exchange hole satisfies. Part of it can be read off: the two pole terms together are never positive, because $(1-e^{-x})/x\ge e^{-x/2}$ for $x=Ay^2$ and $D>A/2$, while $B<0$ and $\bar C<0$ for every $s$ and $\zeta\ge0$. Hence $\bar E\le0$ is sufficient for $J\le0$. It holds at $s=0$ and in the worked example, and for other $s$ or another target the sign of $\bar E$ has to be taken from (7). As physics, the factor inherits the semilocal assumption that the hole is set by $n$ and $s$ at the point. It cannot describe a hole spread over distant centres, as in a stretched bond described by a spin-restricted determinant, where part of the deficit lies beyond $1/\omega$ and the shift $\omega/\sqrt\pi$ is reached only at much smaller $\omega$. For Hartree-Fock H$_2$ at 10 bohr and $\omega=0.11$ bohr$^{-1}$ the restricted shift is about $0.83$ of $\omega/\sqrt\pi$, whereas the spin-unrestricted solution, whose hole stays on one atom, gives $0.98$. Numerically, at large $\nu$, which means low density at fixed $\omega$, terms of order one cancel to leave $1/(9\nu^2)$, and the root term subtracts two nearly equal numbers. Writing it as $-2\nu A/(R_\zeta+R_\eta)$, which follows from $R_\zeta^2-R_\eta^2=-A$, removes that subtraction, and for very large $\nu$ the series (11) is the safe form. Finally, the long-range factor for $\operatorname{erf}(\omega u)/u$ is $F_0-F$, not $1-F$.

Q: What has been checked independently of this algebra?

A: The numerical check below integrates the hole (3) by quadrature and compares it with the formulas: the normalization (1), the integrals $I_1$, $I_3$, $I_5$, $K$ and $M_4$, and $F$ itself for $s$ from 0 to 4 and $\nu$ from 0 to 10. The printed deviations, zero for the normalization and $2.2\times10^{-16}$ for $F$, are at the rounding level of double precision. It forms the derivatives and antiderivatives with computer algebra and finds their residuals zero to 30 digits at two parameter points, verifies the factorizations symbolically, and shows symbolically that the expansion of (9) in $1/\nu^2$ equals (11). In 50-digit arithmetic it extracts the small-$\nu$ coefficients, finding the slope $-4\sqrt\pi/3$, vanishing $\nu^2$ and $\nu^4$ terms and $c_3$ for $\zeta>0$, and the coefficient $2.00000000$ of $\nu^2$ for $\zeta=0$. Against the libxc implementation of HJS-PBE it infers $\zeta$ from the value at $\nu=0.05$ and then predicts four other values of $\nu$ for each of three values of $s$, with a largest deviation of $1.4\times10^{-15}$. The uniform-gas quadrature used for comparison is itself checked against the closed erfc-screened gas formula.

## Computed results

```
1 bohr = 0.529177 angstrom, 1 hartree = 27.211386 eV
inputs A,B,C,D = 0.757211, -0.106364, -0.118649, 0.60965
PBE target: kappa = 0.804, mu = 0.219515
s=0: J0 = -0.5000002, J2 = 0.0999998, Ebar = -0.0477962
s=0: F0 = 1.0000002, nu^2 coefficient = 2.00000000
universal slope -4 sqrt(pi)/3 = -2.363272
max error normalization (quadrature) = 0.0e+00
max |F closed - F quadrature| = 2.2e-16
max |F - libxc|: inferred zeta 1.4e-15, root zeta 7.1e-05
example: a = 3.52 angstrom = 6.65184 bohr, 40 electrons per cell, s = 1.0
n = 0.135905 bohr^-3 = 0.91713 angstrom^-3
kF = 1.590568 bohr^-1 = 3.00574 angstrom^-1, |grad n| = 0.432332 bohr^-4
eps_LDA = -0.379720 hartree = -10.3327 eV
F_PBE(1) = 1.172435, zeta = 0.031863, sqrt(zeta) = 0.178502
eta = 0.789074, lambda = 0.641513, Cbar = -0.164210, Ebar = -0.125700
J0 = -0.500000, J2 = 0.070370, M4 = -14.350911, c3 = 4.798006
large-nu coefficients: -2J0/9 = 0.111111, -J2/6 = -0.011728
omega = 0.11 bohr^-1: nu = 0.069158, chi = 0.086025
R_zeta, R_eta, R_lambda = 0.191430, 0.890986, 0.803925
  A: +0.757211 (omega=0), +0.757211 (omega=0.11)
  B term: +0.073690 (omega=0), +0.067351 (omega=0.11)
  C term: +0.177340 (omega=0), +0.154513 (omega=0.11)
  E term: +0.423222 (omega=0), +0.355293 (omega=0.11)
  root term: +0.000000 (omega=0), -0.096759 (omega=0.11)
  zeta log: -0.095665 (omega=0), -0.077050 (omega=0.11)
  eta log: -0.163363 (omega=0), -0.150007 (omega=0.11)
libxc HJS-PBE (fitted H) at omega=0.11: F = 1.010587
omega = 0.0 bohr^-1 = 0.0000 angstrom^-1, nu = 0.000000
  F = 1.1724352 (quad 1.1724352), eps_SR = -0.4451972 hartree = -12.11443 eV
omega = 0.11 bohr^-1 = 0.2079 angstrom^-1, nu = 0.069158
  F = 1.0105510 (quad 1.0105510), eps_SR = -0.3837265 hartree = -10.44173 eV
  small nu: linear 1.008997, cubic 1.010584; omega/sqrt(pi) = 1.6888 eV, eps_SR-eps_x = 1.6727 eV
omega = 0.4 bohr^-1 = 0.7559 angstrom^-1, nu = 0.251483
  F = 0.6397907 (quad 0.6397907), eps_SR = -0.2429414 hartree = -6.61077 eV
  small nu: linear 0.578114, cubic 0.654424; omega/sqrt(pi) = 6.1410 eV, eps_SR-eps_x = 5.5037 eV
omega = 2.0 bohr^-1 = 3.7795 angstrom^-1, nu = 1.257413
  F = 0.0676960 (quad 0.0676960), eps_SR = -0.0257055 hartree = -0.69948 eV
  large nu: 1 term 0.0702752, 2 terms 0.0655835; -pi n/(4 omega^2) = -0.72613 eV
omega = 10.0 bohr^-1 = 18.8973 angstrom^-1, nu = 6.287064
  F = 0.0028038 (quad 0.0028038), eps_SR = -0.0010647 hartree = -0.02897 eV
  large nu: 1 term 0.0028110, 2 terms 0.0028035; -pi n/(4 omega^2) = -0.02905 eV
s=0, omega=0.11 bohr^-1: F HJS = 0.846130, exact gas hole = 0.846112
s=0, omega=2.0 bohr^-1: F HJS = 0.064619, exact gas hole = 0.064164
```
